Third-Order Force Constants from Forces at Four Paired Displacements

**Problem**

Let E be the energy of a set of atoms with clamped nuclei, as a function of the Cartesian displacements u_i from a chosen reference geometry. One index labels both an atom and a direction. The forces and the third-order force constants are

F_k = −∂E/∂u_k,

Φ_ijk = ∂³E/∂u_i∂u_j∂u_k at u = 0.

The constants Φ_ijk say how the spring constant between two coordinates changes when a third coordinate moves. That coupling lets one vibration scatter another, and to leading order it drives three-phonon processes, which can limit the heat carried by lattice vibrations in a crystal.

An electronic-structure calculation supplies F_k at any geometry. Displace coordinate i by s and coordinate j by t, keep all others at zero, and write the force as F_k(s,t). Take i ≠ j first.

(a) Combine the four forces F_k(±h,±h) into an estimate P(h) of Φ_ijk.

(b) Show that the error of P(h) is quadratic in h. Find a strict bound and the leading coefficient.

(c) A linear chain of four hydrogen atoms has spacings 0.75, 1.25 and 0.75 Å. Atoms 2 and 3 are displaced along the chain by (s,t), and the force on atom 1 along the chain is

(+0.04, +0.04) Å: 1.6826065 eV/Å
(+0.04, −0.04) Å: 1.5603075 eV/Å
(−0.04, +0.04) Å: −1.0806512 eV/Å
(−0.04, −0.04) Å: −1.1748291 eV/Å

The forces come from restricted Hartree-Fock theory in the 6-31G basis. At the undisplaced geometry the force on atom 1 is 0.4366 eV/Å, so the reference is not an equilibrium. Does this matter? Evaluate P.

(d) Combine P(h) and P(2h) so that the quadratic error cancels.

(e) Each force may be wrong by up to ε. Which step is best?

**Hints**

1. A force already contains one derivative of the energy. Which two remain?

2. Integrate a mixed second derivative over a square centred on the origin. What is left at the corners?

3. For the error, ask how far the average of a smooth function over that square differs from its value at the centre. Change one variable at a time.

4. For (c), insert a force that is linear in s and t into your combination.

5. For (e), one error grows with h and the other falls. Add their magnitudes and minimize the sum.

**Solution**

**(a) The four-force formula.** Since F_k = −∂E/∂u_k, two further derivatives give

Φ_ijk = −∂²F_k/∂u_i∂u_j at u = 0.

Define the same quantity at displaced positions,

g(s,t) = −∂²F_k(s,t)/∂s∂t, so that g(0,0) = Φ_ijk.

Integrate the mixed derivative over the square |s| ≤ h, |t| ≤ h, first over t and then over s:

∫ds ∫dt ∂²F_k/∂s∂t
= ∫ds [∂F_k(s,h)/∂s − ∂F_k(s,−h)/∂s]
= F_k(h,h) − F_k(−h,h) − F_k(h,−h) + F_k(−h,−h).

The area of the square is 4h². Dividing by it and restoring the minus sign in g suggests the estimate

P(h) = −[F_k(h,h) − F_k(h,−h) − F_k(−h,h) + F_k(−h,−h)]/(4h²),

and the integration has shown that

P(h) = (1/4h²) ∫ds ∫dt g(s,t).

The four forces therefore give the force constant averaged over the square, with no approximation so far.

**(b) The error.** Assume that E has continuous derivatives up to fifth order on the square, so that g has continuous second derivatives. Split the change of g into two moves:

g(s,t) − g(0,0) = [g(s,t) − g(0,t)] + [g(0,t) − g(0,0)].

Taylor's theorem in s, at fixed t, gives for the first bracket

g(s,t) − g(0,t) = s g_s(0,t) + ½s² g_ss(ξ,t),

where subscripts on g denote derivatives and ξ lies between 0 and s. The linear term averages to zero because s and −s occur equally. For the other term we need

⟨s²⟩ = (1/2h) ∫ s² ds = (1/2h)(2h³/3) = h²/3.

The average of the first bracket is thus at most (h²/6) max|g_ss| in magnitude. The second bracket is treated in the same way in t. Since g_ss = Φ_iiijk and g_tt = Φ_ijjjk at the displaced positions,

|P(h) − Φ_ijk| ≤ (h²/6)(max|Φ_iiijk| + max|Φ_ijjjk|),

with both maxima taken over the square. This is the required quadratic bound.

If E is smooth to seventh order, g can be expanded to fourth order. Every term with an odd power of s or of t averages to zero, including the term in st. The surviving quadratic terms are ½⟨s²⟩g_ss + ½⟨t²⟩g_tt, so

P(h) = Φ_ijk + c h² + O(h⁴),

c = (Φ_iiijk + Φ_ijjjk)/6,

with the derivatives now taken at the reference geometry. If the two happen to cancel, c vanishes and the error is of higher order.

The next term follows from ⟨s⁴⟩ = h⁴/5 and ⟨s²t²⟩ = h⁴/9. Their Taylor factors are 1/24 and 1/4, which gives

d h⁴, d = (g_ssss + g_tttt)/120 + g_sstt/36.

An analytic energy provides a test. Take the dimensionless function

E = exp(0.6x − 0.9y + 0.5z) cos(0.8x + 0.5y − 0.3z).

It is the real part of exp(αx + βy + γz), with α = 0.6 + 0.8i, β = −0.9 + 0.5i and γ = 0.5 − 0.3i. Each derivative brings down one factor, so

αβγ = −0.596 + 0.072i, Φ_xyz = −0.596,

α² + β² = 0.28 + 0.06i,

c = Re[(−0.596 + 0.072i)(0.28 + 0.06i)]/6 = −0.1712/6 = −0.02853.

The value extracted from the four-force difference at h = 0.001 is also −0.02853. At the large step h = 0.5 the error is 0.0075 in magnitude, below the strict bound of 0.0492.

The proof needs a smooth energy surface. It can fail if the computed state crosses another electronic state within the square, or if the calculation jumps from one self-consistent solution to another between the four geometries.

**(c) The hydrogen chain.** Insert a force F_k = A + Bs + Ct into the bracket of P:

(A + Bh + Ch) − (A + Bh − Ch) − (A − Bh + Ch) + (A − Bh − Ch) = 0.

The reference force A and the harmonic terms B and C drop out. The reference need not be an equilibrium, although Φ_ijk does depend on which geometry is chosen.

The given forces yield

1.6826065 − 1.5603075 + 1.0806512 − 1.1748291 = 0.0281211 eV/Å,

4h² = 4 × (0.04 Å)² = 0.0064 Å²,

P(0.04 Å) = −0.0281211/0.0064 = −4.394 eV/Å³.

The individual forces exceed 1 eV/Å, while the combination is only 0.028 eV/Å. This cancellation is why accurate forces are needed.

The sign has a direct reading. Moving atom 3 by +0.01 Å changes the harmonic constant between atoms 1 and 2 by about −0.044 eV/Å². A sum of pair potentials could not do this: each of its terms depends on two atoms, so a derivative with respect to three different atoms vanishes. The nonzero value therefore comes entirely from terms in the energy that couple more than two atoms.

Two symmetries can be checked. With the force read on atoms 1 to 4 in turn, P(0.04 Å) is −4.3939, −6.6270, 6.6270 and 4.3939 eV/Å³. The sum is zero because a uniform translation leaves the energy unchanged, so the internal forces add to zero at every geometry. The opposite signs at mirror-related atoms follow from inversion of the chain, which reverses forces and displacements and exchanges atoms 2 and 3.

**(d) Removing the quadratic error.** Write both expansions:

P(h) = Φ_ijk + c h² + O(h⁴),
P(2h) = Φ_ijk + 4c h² + O(h⁴).

Four times the first minus the second leaves 3Φ_ijk, so

Φ_ijk = [4P(h) − P(2h)]/3 + O(h⁴).

Repeating the chain calculation at other steps gives

P(0.01 Å) = −4.38529 eV/Å³
P(0.02 Å) = −4.38703 eV/Å³
P(0.04 Å) = −4.39390 eV/Å³
P(0.08 Å) = −4.42022 eV/Å³

From the middle two,

Φ = [4(−4.38703) + 4.39390]/3 = −4.3847 eV/Å³,

or −0.02388 hartree/bohr³. A difference formula that uses energies alone gives −4.3849 eV/Å³. Displacing atoms 1 and 2 and reading the force on atom 3 gives −4.3847 eV/Å³, as the interchange of derivatives requires.

The coefficient c can also be found in two ways. The forces give −5.81 eV/Å⁵. The energies give Φ_iiijk = −8.47 and Φ_ijjjk = −25.59 eV/Å⁵, hence

c = (−8.47 − 25.59)/6 = −5.68 eV/Å⁵.

The two differ by about 2%. The gap comes mainly from the coarse 0.04 Å energy grid: with the step error removed, the two fifth-order constants are about −9.0 and −25.9 eV/Å⁵, which gives c ≈ −5.8 eV/Å⁵, in line with the forces.

For a purely quadratic error, P(2h) − P(h) = 3c h² would grow fourfold when h doubles. The observed changes are −0.00687 and −0.02632 eV/Å³, with a ratio of 3.83. The h⁴ term accounts for the deficit. Including it,

[P(2h) − P(h)]/(3h²) = c + 5d h².

The left side is −5.73 eV/Å⁵ for h = 0.02 Å and −5.48 eV/Å⁵ for h = 0.04 Å. The quartic coefficient d is therefore positive, opposite in sign to c, if still higher terms are neglected.

**(e) The best step.** Four force errors of magnitude at most ε change P by at most 4ε/(4h²) = ε/h². To leading order the total error is limited by

B(h) = |c|h² + ε/h².

For c ≠ 0, setting the derivative to zero gives

2|c|h − 2ε/h³ = 0, so h* = (ε/|c|)^(1/4).

At this step both terms equal √(ε|c|), and B(h*) = 2√(ε|c|). It is a minimum because B grows without limit for both small and large h.

Suppose the forces are rounded to five decimals, so that ε = 5 × 10⁻⁶ eV/Å. Then

h* = (5 × 10⁻⁶/5.81)^(1/4) Å = 0.030 Å,

B(h*) = 2√(5 × 10⁻⁶ × 5.81) eV/Å³ = 0.011 eV/Å³,

about 0.25% of Φ. With rounded forces, P(0.01 Å) becomes −4.400 eV/Å³. It has moved by 0.015 eV/Å³, within the limit ε/h² = 0.05 eV/Å³. Here the smaller step gives the worse answer: P(0.04 Å) from rounded forces is −4.394 eV/Å³, closer to −4.385 eV/Å³.

**What the number leaves out**

A small truncation error does not make the force constant physically accurate. Three omissions can be sized for this chain.

Electron correlation is the largest of the three as sized here, although it is evaluated only in the small 6-31G basis and its size may change in a larger one. With the same basis, step and eight-energy difference formula, Hartree-Fock gives −4.39 eV/Å³ and full configuration interaction gives −5.09 eV/Å³, a change of 16% relative to Hartree-Fock. Replacing 6-31G by cc-pVTZ within Hartree-Fock, at fixed h = 0.04 Å, changes P from −4.39 to −4.65 eV/Å³, or 6%. The larger cc-pVQZ basis, without its f functions, gives −4.66 eV/Å³.

The third omission is zero-point motion. Let atoms 2 and 3 fluctuate independently along the chain, symmetrically about their reference positions, with variance σ². The linear terms of g again average to zero, and to leading order the mean force constant shifts by

½σ²(Φ_iiijk + Φ_ijjjk) = 3cσ².

Treating each atom as a separate oscillator with the computed curvature of 38.5 eV/Å² (38.4 eV/Å² in the limit of a small step) gives σ = 0.072 Å, and

3 × (−5.81) × (0.072)² = −0.09 eV/Å³,

about 2% of Φ. The vibrational quantum, 0.40 eV, is some fifteen times kT at 300 K, so thermal excitation of this oscillator is negligible. This estimate leaves out correlated motion and the motion of atoms 1 and 4. A harmonic average over all three vibrations along the chain, taken at the same reference geometry, gives a shift of about −0.17 eV/Å³, or 4% of Φ. This is only the part due to symmetric fluctuation. The cubic terms also move the mean positions, lengthening each short bond by about 0.025 Å, and through the fourth-order constants this adds about +0.16 eV/Å³, of the same order in σ² and opposite in sign. Motion across the chain is left out, and the curvature there has a negative eigenvalue at this geometry. These numbers therefore give only the scale of the zero-point effect, a few percent of Φ, not its net value.

In a crystal the same formula can be applied to a periodic supercell. The hydrogen chain is far from typical in its light atoms and large vibrational quantum; optical phonons in common semiconductors have energies of roughly tens of meV. Two assumptions also need care there. The periodic images of a displaced atom move with it, so P contains a sum over images unless the cell is large enough. Forces may also be less well converged. An error limit of 10⁻³ eV/Å at h = 0.04 Å would allow an error of 10⁻³/0.0016 = 0.6 eV/Å³, which is 14% of the constant found here. In leading-order perturbation theory the three-phonon rate is quadratic in these constants, so a small common relative error in all of them doubles in the rate at fixed frequencies and populations.

**Variation 1: the same coordinate displaced twice**

Let j = i. The two displacements now add, and F_k(s,t) becomes f(s+t), where f(q) is the force at u_i = q. The four points are 2h, 0, 0 and −2h, so three distinct geometries suffice:

P(h) = −[f(2h) − 2f(0) + f(−2h)]/(4h²).

Expand f about zero. The odd terms cancel, and the even ones give

f(2h) − 2f(0) + f(−2h) = 4h² f″(0) + (2/24)(2h)⁴ f⁗(0) + O(h⁶)
= 4h² f″(0) + (4/3)h⁴ f⁗(0) + O(h⁶).

With Φ_iik = −f″(0) and Φ_iiiik = −f⁗(0), division by −4h² yields

P(h) = Φ_iik + (h²/3)Φ_iiiik + O(h⁴).

This agrees with the general c, whose two terms become equal: 1/6 + 1/6 = 1/3. For the analytic energy, with x displaced twice and the force read along z, the coefficient is Re(α⁴γ)/3 = −0.1943. The numerical difference gives the same value.

**Variation 2: displacements in one direction only**

Suppose that only positive displacements are used:

Q(h) = −[F_k(h,h) − F_k(h,0) − F_k(0,h) + F_k(0,0)]/h².

The integration of part (a), now from 0 to h in both variables, shows that Q is the average of g over a square with one corner at the reference point. The linear terms survive, because ⟨s⟩ = ⟨t⟩ = h/2:

Q(h) = Φ_ijk + (h/2)(Φ_iijk + Φ_ijjk) + O(h²).

The error is linear in h unless the two fourth-order constants cancel. For the analytic energy the coefficient of h is 0.0426, both from this formula and from the numerical difference.

For the hydrogen chain at h = 0.04 Å, Q = −4.324 eV/Å³. Relative to the extrapolated −4.385 eV/Å³ the error is 1.4%, against 0.2% for P at the same step. Both formulas use four forces; the gain comes from centring the square on the reference geometry.

Table of computed values

```
ANALYTIC MODEL (dimensionless)
exact third derivative: -0.596000
h^2 coefficient, measured: -0.028533
h^2 coefficient, formula: -0.028533
h^4 coefficient, measured: -0.005707
h^4 coefficient, formula: -0.005707
one-sided h coefficient, measured: 0.042600
one-sided h coefficient, formula: 0.042600
repeated index h^2 coefficient, measured: -0.194293
repeated index h^2 coefficient, formula: -0.194293
h=0.5: difference -0.60349138, area average -0.60349138
h=0.5: error 0.007491, bound 0.049213
H4 CHAIN, RHF/6-31G; displaced atoms 2,3; force on atom 1
spacings: 0.75, 1.25, 0.75 angstrom
force on atom 1 at reference: 0.436583 eV/angstrom
force at (+0.04,+0.04) angstrom: 1.6826065 eV/angstrom
force at (+0.04,-0.04) angstrom: 1.5603075 eV/angstrom
force at (-0.04,+0.04) angstrom: -1.0806512 eV/angstrom
force at (-0.04,-0.04) angstrom: -1.1748291 eV/angstrom
P(0.01 angstrom): -4.38529 eV/angstrom^3
P(0.02 angstrom): -4.38703 eV/angstrom^3
P(0.04 angstrom): -4.39390 eV/angstrom^3
P(0.08 angstrom): -4.42022 eV/angstrom^3
Richardson from 0.02, 0.04: -4.38473 eV/angstrom^3
same in atomic units: -0.023878 hartree/bohr^3
from energies only: -4.38489 eV/angstrom^3
atoms 1,2 displaced, force on 3: -4.38471 eV/angstrom^3
Phi_iiijk from energies: -8.469 eV/angstrom^5
Phi_ijjjk from energies: -25.593 eV/angstrom^5
c from forces: -5.813 eV/angstrom^5
c from energies: -5.677 eV/angstrom^5
change ratio [P(.08)-P(.04)]/[P(.04)-P(.02)]: 3.827
one-sided result at 0.04 angstrom: -4.32356 eV/angstrom^3
P(0.04) for force on atoms 1..4 (eV/angstrom^3): -4.3939, -6.6270, 6.6270, 4.3939
pair repulsion alone: 0.0e+00 eV/angstrom^3
force rounding limit eps: 5.0e-06 eV/angstrom
rounded forces, h=0.01 angstrom: P=-4.40000, limit 0.05000 eV/angstrom^3
rounded forces, h=0.02 angstrom: P=-4.38750, limit 0.01250 eV/angstrom^3
rounded forces, h=0.04 angstrom: P=-4.39375, limit 0.00313 eV/angstrom^3
rounded forces, h=0.08 angstrom: P=-4.42031, limit 0.00078 eV/angstrom^3
best step: 0.0305 angstrom
error estimate at best step: 0.01078 eV/angstrom^3
NEGLECTED EFFECTS
RHF, 8 energies, h=0.04 angstrom: -4.3914 eV/angstrom^3
full CI, same energies and basis: -5.0874 eV/angstrom^3
RHF/cc-pVTZ, P(0.04): -4.6494 eV/angstrom^3
curvature for atom 2: 38.466 eV/angstrom^2
zero-point rms displacement: 0.0721 angstrom
zero-point shift estimate: -0.0906 eV/angstrom^3
vibrational quantum: 0.3995 eV; kT at 300 K: 0.0259 eV
```
